# Thermal decay of a metal's density matrix and exchange mesh convergence: test program

```python
"""Thermal decay of a metal's density matrix and k-mesh error of cut exchange.

Result under test: free electrons with Fermi-Dirac occupation have a density
matrix decaying as exp(-kappa r)/r, kappa = pi*kT/vF at low temperature.
Exchange on an N*N*N mesh (L = N*a), cut at R = L/2, then has an error with
envelope 42*kT*exp(-kappa*L)/(kF^2*L) per electron.
Rydberg units: hbar = 2m = 1, e^2 = 2, energy = k^2, vF = 2*kF.
T = kT in Ry, mu = chemical potential, rho = spin-summed density matrix.
"""
import numpy as np
from scipy import constants as const
from scipy.fft import rfftn, irfftn, next_fast_len
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

pi = np.pi
kF, a, T = 0.5, 8.0, 0.01
mu, vF = kF**2, 2 * kF
kappa = pi * T / vF


def radial_k(temp):
    dk = 0.002
    k = dk * np.arange(1, int(np.sqrt(mu + 36 * temp) / dk) + 1)
    return k, dk, expit((mu - k**2) / temp)


def rho_quadrature(r, temp):
    """Density matrix from its definition, by quadrature over k."""
    k, dk, f = radial_k(temp)
    r = np.asarray(r, float)
    return np.sin(np.outer(r, k)) @ (k * f) * dk / (pi**2 * r)


def rho_poles(r, temp, count=4000):
    """Density matrix from the poles of the Fermi function."""
    kn = np.sqrt(mu + 1j * pi * temp * (2 * np.arange(count) + 1))
    return -temp / (pi * r) * np.exp(1j * kn * r).real.sum()


def decay_rate(s, step):
    """Rate of a damped cosine from four equally spaced samples."""
    matrix = np.array([[s[1], -s[0]], [s[2], -s[1]]])
    c = np.linalg.solve(matrix, np.array([s[2], s[3]]))
    return -np.log(c[1]) / (2 * step)


def panels(r_end, width=2.0):
    """Composite Gauss-Legendre nodes and weights on (0, r_end)."""
    x, w = np.polynomial.legendre.leggauss(10)
    starts = np.arange(0, r_end - 1e-9, width)
    nodes = starts[:, None] + width * (x + 1) / 2
    return nodes.ravel(), np.tile(w * width / 2, len(starts))


# Pole sum against quadrature
for r in (5.0, 20.0, 80.0, 250.0):
    envelope = T / (pi * r) * np.exp(-kappa * r)
    diff = rho_quadrature([r], T)[0] - rho_poles(r, T)
    assert abs(diff) < 1e-6 * envelope

print(f"kF = {kF} 1/bohr, mu = {mu} Ry, vF = {vF} Ry bohr, a = {a} bohr")
ry_joule = const.value("Rydberg constant times hc in J")
ry_ev = ry_joule / const.e
print(f"kT = {T} Ry = {T*ry_ev:.4f} eV = {T*ry_joule/const.k:.0f} K")
k0 = np.sqrt(mu + 1j * pi * T)
print(f"pi kT/vF = {kappa:.6f} 1/bohr; exact Im k0 = {k0.imag:.6f} 1/bohr")
series = kappa * (1 - (pi * T / mu)**2 / 8)
assert abs(series / k0.imag - 1) < 1e-4
print(f"decay length vF/(pi kT) = {1/kappa:.2f} bohr")

# Measured decay rate at several temperatures
print("Free electrons: kT (Ry), measured rate, pi kT/vF (1/bohr)")
for temp in (0.005, 0.01, 0.02):
    law = pi * temp / vF
    r = 8 / law + 2.0 * np.arange(4)
    measured = decay_rate(r * rho_quadrature(r, temp), 2.0)
    # the neglected term is (pi*T/mu)^2/8 in relative size
    assert abs(measured / law - 1) < 1.2 * (pi * temp / mu)**2 / 8 + 1e-4
    print(f"  {temp:.3f}  {measured:.6f}  {law:.6f}")

# Direction dependence in a square-lattice band, hopping t = 1, spacing 1
size, mu_lat, T_lat = 1024, -1.0, 0.05
c = np.cos(2 * pi * np.arange(size) / size)
band = -2 * (c[:, None] + c[None, :])
rho_lat = np.fft.ifft2(expit((mu_lat - band) / T_lat)).real
n = np.arange(95, 99)
speed_axis = 2 * np.sin(np.arccos(-mu_lat / 2 - 1))
speed_diag = 2 * np.sqrt(2) * np.sin(np.arccos(-mu_lat / 4))
rate_axis = decay_rate(np.sqrt(n) * rho_lat[n, 0], 1.0)
rate_diag = decay_rate(np.sqrt(n) * rho_lat[n, n], np.sqrt(2))
print(f"Square lattice: mu = {mu_lat} t, kT = {T_lat} t, rates per spacing")
for name, rate, speed in (("axis", rate_axis, speed_axis),
                          ("diagonal", rate_diag, speed_diag)):
    law = pi * T_lat / speed
    assert abs(rate / law - 1) < 0.02
    print(f"  {name}: speed {speed:.4f}, measured {rate:.5f}, law {law:.5f}")

# Infinite-system reference
k, dk, f = radial_k(T)
density = (k**2 * f).sum() * dk / pi**2
r_all, w_all = panels(600.0)
rho_all = rho_quadrature(r_all, T)
E_ref = -2 * pi * np.sum(w_all * r_all * rho_all**2)
print(f"density = {density:.6e} 1/bohr^3")
print(f"infinite-system exchange = {E_ref/density:.6f} Ry per electron")


def lost_tail(R):
    far = r_all > R
    return 2 * pi * np.sum((w_all * r_all * rho_all**2)[far])


# Zero temperature: the tail is algebraic
R0 = 100.0
r, w = panels(R0)
x = kF * r
rho_zero = (np.sin(x) - x * np.cos(x)) / (pi**2 * r**3)
n_zero = kF**3 / (3 * pi**2)
inside = 2 * pi * np.sum(w * r * rho_zero**2) / n_zero
tail_zero = 3 * kF / (2 * pi) - inside
law_zero = kF**2 / (2 * pi**3 * R0**2) / n_zero
assert abs(tail_zero / law_zero - 1) < 2 / (kF * R0)
print(f"T=0 tail beyond {R0:.0f} bohr: {tail_zero:.3e} Ry per electron, "
      f"law {law_zero:.3e}")

# Finite temperature: crossover formula without the oscillating part
print("Tail at kT: R (bohr), quadrature, sinh formula (Ry per electron)")
for R in (20.0, 40.0, 100.0, 160.0):
    val = quad(lambda y: 1 / (y * np.sinh(kappa * y)**2), R, R + 500,
               epsabs=0, epsrel=1e-8, limit=200)[0]
    formula = T**2 / (4 * pi) * val
    tail = lost_tail(R)
    # the dropped oscillating part has relative size (1/R + kappa)/kF
    assert abs(tail / formula - 1) < 2 * (1 / R + kappa) / kF
    print(f"  {R:5.0f}  {tail/density:.3e}  {formula/density:.3e}")


def mesh_grid(L):
    dk_mesh = 2 * pi / L
    M = int(np.sqrt(mu + 32 * T) / dk_mesh) + 1
    i2 = (dk_mesh * np.arange(-M, M + 1))**2
    return M, i2[:, None, None] + i2[None, :, None] + i2[None, None, :]


def mesh_density(k2, L, chem):
    return 2 * expit((chem - k2) / T).sum() / L**3


def mesh_exchange(M, k2, L, chem, radii):
    """Exchange per volume: explicit double sum over k points."""
    occ = expit((chem - k2) / T)
    shape = (next_fast_len(4 * M + 1, real=True),) * 3
    spec = rfftn(occ, shape)
    m = 2 * M + 1
    pairs = irfftn(np.abs(spec)**2, shape)[:m, :m, :m]
    g = np.where(np.arange(m) == 0, 1.0, 2.0)
    pairs = pairs * g[:, None, None] * g[None, :, None] * g[None, None, :]
    j2 = (2 * pi / L * np.arange(m))**2
    q2 = j2[:, None, None] + j2[None, :, None] + j2[None, None, :]
    q2[0, 0, 0] = 1.0
    q = np.sqrt(q2)
    out = []
    for R in radii:
        kernel = 4 * pi * (1 - np.cos(q * R)) / q2
        kernel[0, 0, 0] = 2 * pi * R**2
        out.append(-2 * np.sum(pairs * kernel) / L**6)
    return out


def image_distances(L, reach):
    m = np.arange(-reach, reach + 1)
    d2 = (m[:, None, None]**2 + m[None, :, None]**2
          + m[None, None, :]**2).ravel()
    return L * np.sqrt(d2[d2 > 0])


def self_energy(R):
    near = r_all < R
    s = np.sin(k0 * r_all[near]) / k0
    return -4 * pi * np.sum(w_all[near] * rho_all[near] * s)


def predicted_error(L):
    """Lost tail plus first-pole cross term of all periodic images."""
    D = image_distances(L, 3)
    cross = -T / (pi * D) * (np.exp(1j * k0 * D) * self_energy(L / 2)).real
    return lost_tail(L / 2) + cross.sum()


def envelope_error(L, temp):
    return 42 * temp * np.exp(-pi * temp * L / vF) / (kF**2 * L)


# Periodic images account for the mesh error of the density
L = 15 * a
M, k2 = mesh_grid(L)
shift = mesh_density(k2, L, mu) - density
images = rho_quadrature(image_distances(L, 4), T).sum()
assert abs(shift / images - 1) < 1e-4
print(f"density error, N=15: mesh {shift:.5e}, images {images:.5e} 1/bohr^3")
sig = self_energy(160.0)
print(f"self-energy at k0, R=160 bohr: {sig.real:.4f} {sig.imag:+.4f}i Ry; "
      f"-2kF/pi = {-2*kF/pi:.4f} Ry")
assert abs(sig + 2 * kF / pi) < 0.3 * 2 * kF / pi

# Exchange error on real meshes, cut at half the supercell length
print("Exchange error in Ry per electron, cut at R = L/2:")
print("  N  kappa*L  fixed mu    predicted   fixed number  envelope")
for N in range(10, 46, 5):
    L = N * a
    M, k2 = mesh_grid(L)
    radii = [L / 2, L / 4, 0.8 * L] if N == 45 else [L / 2]
    energies = mesh_exchange(M, k2, L, mu, radii)
    err = (energies[0] - E_ref) / density
    pred = predicted_error(L) / density
    mu_N = brentq(lambda m: mesh_density(k2, L, m) - density,
                  mu - 0.03, mu + 0.03, xtol=1e-14)
    err_n = (mesh_exchange(M, k2, L, mu_N, [L / 2])[0] - E_ref) / density
    env = envelope_error(L, T)
    print(f"  {N}  {kappa*L:6.2f}  {err:+.3e}  {pred:+.3e}  "
          f"{err_n:+.3e}    {env:.3e}")
    if N >= 20:
        # farther images and squared image terms are small corrections
        assert abs(err - pred) < 0.2 * env
        assert abs(err) < 1.25 * env and abs(err_n) < 1.25 * env

others = [(e - E_ref) / density for e in energies[1:]]
print(f"N=45, other cuts: R=L/4 {others[0]:+.3e}, "
      f"R=0.8L {others[1]:+.3e} Ry per electron")
assert min(abs(e) for e in others) > 5 * env

# Mesh estimates
T_room = const.k * 300 / ry_joule


def mesh_needed(target, temp):
    L_need = brentq(lambda y: np.log(envelope_error(y, temp) / target),
                    10.0, 5000.0)
    return int(np.ceil(L_need / a)), pi * temp * L_need / vF


print(f"onset N = vF/(pi kT a) = {1/(kappa*a):.2f}; "
      f"asymptotic divisions per decade = {np.log(10)/(kappa*a):.2f}")
for target in (1e-5, 1e-6, 1e-7):
    N_need, exponent = mesh_needed(target, T)
    assert exponent > 5
    print(f"kT = {T} Ry, target {target:.0e} Ry: N = {N_need}, "
          f"kappa*L = {exponent:.2f}")
N_room, exponent = mesh_needed(1e-6, T_room)
assert exponent > 5
print(f"300 K: kT = {T_room:.6f} Ry, decay length "
      f"{vF/(pi*T_room):.1f} bohr")
print(f"300 K, target 1e-06 Ry: N = {N_room}, kappa*L = {exponent:.2f}")
print(f"300 K: asymptotic divisions per decade = "
      f"{np.log(10)*vF/(pi*T_room*a):.1f}")
print("PASS")
```

It prints:

```
kF = 0.5 1/bohr, mu = 0.25 Ry, vF = 1.0 Ry bohr, a = 8.0 bohr
kT = 0.01 Ry = 0.1361 eV = 1579 K
pi kT/vF = 0.031416 1/bohr; exact Im k0 = 0.031354 1/bohr
decay length vF/(pi kT) = 31.83 bohr
Free electrons: kT (Ry), measured rate, pi kT/vF (1/bohr)
  0.005  0.015700  0.015708
  0.010  0.031354  0.031416
  0.020  0.062349  0.062832
Square lattice: mu = -1.0 t, kT = 0.05 t, rates per spacing
  axis: speed 1.7321, measured 0.09044, law 0.09069
  diagonal: speed 2.7386, measured 0.05734, law 0.05736
density = 4.230061e-03 1/bohr^3
infinite-system exchange = -0.236538 Ry per electron
T=0 tail beyond 100 bohr: 9.646e-05 Ry per electron, law 9.549e-05
Tail at kT: R (bohr), quadrature, sinh formula (Ry per electron)
     20  1.436e-03  1.619e-03
     40  1.908e-04  2.025e-04
    100  2.046e-06  1.964e-06
    160  3.021e-08  2.952e-08
density error, N=15: mesh 4.65012e-06, images 4.65012e-06 1/bohr^3
self-energy at k0, R=160 bohr: -0.3126 +0.0925i Ry; -2kF/pi = -0.3183 Ry
Exchange error in Ry per electron, cut at R = L/2:
  N  kappa*L  fixed mu    predicted   fixed number  envelope
  10    2.51  +1.570e-04  +2.594e-04  +3.461e-04    1.701e-03
  15    3.77  -3.475e-04  -3.348e-04  +4.187e-06    3.228e-04
  20    5.03  +6.420e-06  +8.635e-06  -7.067e-06    6.889e-05
  25    6.28  +1.155e-05  +1.197e-05  +1.506e-07    1.569e-05
  30    7.54  +3.336e-06  +3.422e-06  +1.025e-06    3.720e-06
  35    8.80  -9.289e-08  -7.422e-08  +2.944e-07    9.076e-07
  40   10.05  -1.677e-07  -1.635e-07  +2.469e-08    2.260e-07
  45   11.31  -2.162e-08  -2.067e-08  -6.876e-09    5.718e-08
N=45, other cuts: R=L/4 +3.821e-06, R=0.8L -1.797e-06 Ry per electron
onset N = vF/(pi kT a) = 3.98; asymptotic divisions per decade = 9.16
kT = 0.01 Ry, target 1e-05 Ry: N = 27, kappa*L = 6.67
kT = 0.01 Ry, target 1e-06 Ry: N = 35, kappa*L = 8.71
kT = 0.01 Ry, target 1e-07 Ry: N = 43, kappa*L = 10.80
300 K: kT = 0.001900 Ry, decay length 167.5 bohr
300 K, target 1e-06 Ry: N = 122, kappa*L = 5.80
300 K: asymptotic divisions per decade = 48.2
PASS
```
